# Vibrational lines of an undisplaced mode whose frequency changes on excitation: a numerical check

```python
# Result under test: a harmonic mode with unchanged minimum whose frequency goes
# from w1 to w2 on electronic excitation has, from its lowest level,
#   P_n = 0 for odd n,   P_2m = P_0 r^(2m) (2m)!/(4^m m!^2),
#   P_0 = 2 sqrt(w1 w2)/(w1+w2),   r = (w1-w2)/(w1+w2).
# P_n is the squared overlap with final level n. Units: hbar = 1, energies in eV,
# q is the mass-weighted coordinate, so H = p^2/2 + w^2 q^2/2.
import numpy as np
from math import comb, sqrt, pi, exp, log
from scipy import constants as const
from scipy.linalg import eigh


def oscillator_functions(w, q, count):
    """Normalized oscillator eigenfunctions 0..count-1 at the points q."""
    x = sqrt(w) * q
    f = [(w / pi) ** 0.25 * np.exp(-x * x / 2)]
    for n in range(count - 1):
        new = sqrt(2 / (n + 1)) * x * f[n]
        if n > 0:
            new = new - sqrt(n / (n + 1)) * f[n - 1]
        f.append(new)
    return np.array(f)


def overlaps(w1, w2, count, shift=0.0, initial=0, slope=0.0):
    """Quadrature of <n'|1 + slope*q/q_rms|initial>; final minimum at shift."""
    reach = 17 / sqrt(min(w1, w2))
    q = np.linspace(-reach, reach, 6001)
    start = oscillator_functions(w1, q, initial + 1)[initial]
    start = start * (1 + slope * q * sqrt(2 * w1))
    return oscillator_functions(w2, q - shift, count) @ start * (q[1] - q[0])


def origin_formula(w1, w2):
    return 2 * sqrt(w1 * w2) / (w1 + w2)


def even_formula(w1, w2, m):
    r = (w1 - w2) / (w1 + w2)
    return origin_formula(w1, w2) * r ** (2 * m) * comb(2 * m, m) / 4 ** m


w1, w2, e_origin = 0.085, 0.045, 4.40

# Overlaps from their definition against the derived formulas
for a, b in [(w1, w2), (w2, w1), (1.0, 0.2), (0.2, 1.0), (1.0, 0.9)]:
    c = overlaps(a, b, 61)
    p = c ** 2
    r_ab = (a - b) / (a + b)
    assert np.max(p[1::2]) < 1e-20
    for m in range(12):
        assert abs(p[2 * m] - even_formula(a, b, m)) < 1e-10
    for n in range(1, 20):
        assert abs(c[n + 1] + r_ab * sqrt(n / (n + 1)) * c[n - 1]) < 1e-10
    assert abs(p.sum() - 1) < 1e-9
    assert abs(np.arange(61) @ p - (a - b) ** 2 / (4 * a * b)) < 1e-7
    hot = overlaps(a, b, 5, initial=1) ** 2
    assert abs(hot[1] - origin_formula(a, b) ** 3) < 1e-10
    assert np.max(hot[::2]) < 1e-20

# The binomial series that fixes the origin weight by normalization
r = (w1 - w2) / (w1 + w2)
series = sum(comb(2 * m, m) / 4 ** m * r ** (2 * m) for m in range(60))
assert abs(1 / series - overlaps(w1, w2, 1)[0] ** 2) < 1e-10

# Grid representation of q, d/dq and the kinetic energy
points = 101
grid = np.linspace(-40, 40, points)
h = grid[1] - grid[0]
diff = np.subtract.outer(np.arange(points), np.arange(points))
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
derivative = np.where(diff == 0, 0.0, sign / (safe * h))
kinetic = np.where(diff == 0, pi ** 2 / 3, 2 * sign / safe ** 2) / (2 * h * h)

# Initial lowering operator as a matrix between final levels
f = oscillator_functions(w2, grid, 8)
a_on_f = sqrt(w1 / 2) * grid * f + (f @ derivative.T) / sqrt(2 * w1)
ladder = f @ a_on_f.T * h
root = np.sqrt(np.arange(1, 8))
big = (w1 + w2) / (2 * sqrt(w1 * w2))
small = (w1 - w2) / (2 * sqrt(w1 * w2))
assert np.allclose(ladder, big * np.diag(root, 1) + small * np.diag(root, -1),
                   atol=1e-8)


def grid_levels(potential):
    return eigh(kinetic + np.diag(potential))


x2 = sqrt(w2) * grid
v_final = w2 * x2 ** 2 / 2
ground = grid_levels(w1 ** 2 * grid ** 2 / 2)[1][:, 0]
energy_h, states_h = grid_levels(v_final)
p_grid = (states_h.T @ ground) ** 2
for m in range(4):
    assert abs(p_grid[2 * m] - even_formula(w1, w2, m)) < 1e-8
    assert p_grid[2 * m + 1] < 1e-16
mean_energy = ground @ (kinetic + np.diag(v_final)) @ ground
assert abs(mean_energy - (w1 ** 2 + w2 ** 2) / (4 * w1)) < 1e-9

# Frequency ratio at which the origin keeps half of the weight
half_ratio = (2 - sqrt(3)) ** 2
assert abs(overlaps(1.0, half_ratio, 1)[0] ** 2 - 0.5) < 1e-9

# Anharmonic final potentials: quartic keeps the parity rule, cubic breaks it
kappa = 0.02
energy_4, states_4 = grid_levels(v_final + kappa * w2 * x2 ** 4)
p_quartic = (states_4.T @ ground) ** 2
assert np.max(p_quartic[1:10:2]) < 1e-16
assert abs(p_quartic[0] - p_grid[0]) > 1e-4
p_cubic = (grid_levels(v_final + kappa * w2 * x2 ** 3)[1].T @ ground) ** 2
assert p_cubic[1] > 1e-5

# Transition moment with a part linear in q
slope = 0.1
p0 = origin_formula(w1, w2)
p_linear = overlaps(w1, w2, 61, slope=slope) ** 2
assert abs(p_linear[1::2].sum() - slope ** 2) < 1e-9
assert abs(p_linear[1] - slope ** 2 * p0 ** 3) < 1e-10

# Small displacement of the final minimum, in units of the initial rms q
shift_rms = 0.3
p_shift = overlaps(w1, w2, 61, shift=shift_rms / sqrt(2 * w1)) ** 2
assert p_shift[1] > 1e-3 and abs(p_shift.sum() - 1) < 1e-9

# Displaced in-plane modes, gathered in one mode with Huang-Rhys factor S
huang_rhys, w_plane = 1.0, 0.12
p_plane = overlaps(w_plane, w_plane, 1, shift=sqrt(2 * huang_rhys / w_plane))[0] ** 2
assert abs(p_plane - exp(-huang_rhys)) < 1e-9

# Mixing of the mode with a second undisplaced mode in the final state
v1, v2, angle = 0.060, 0.050, 15.0
line = np.linspace(-36, 36, 201)
qa, qb = np.meshgrid(line, line, indexing="ij")
co, si = np.cos(np.radians(angle)), np.sin(np.radians(angle))
start2 = (oscillator_functions(w1, qa, 1)[0] * oscillator_functions(v1, qb, 1)[0])
fa = oscillator_functions(w2, co * qa + si * qb, 13).reshape(13, -1)
fb = oscillator_functions(v2, -si * qa + co * qb, 13).reshape(13, -1)
p_mix = ((fa * start2.ravel()) @ fb.T * (line[1] - line[0]) ** 2) ** 2
odd_total = np.add.outer(np.arange(13), np.arange(13)) % 2 == 1
assert np.max(p_mix[odd_total]) < 1e-16
assert abs(p_mix.sum() - 1) < 1e-5 and p_mix[1, 1] > 1e-6

# Thermal population of the initial levels
temperature = 300.0
kt = const.k * temperature / const.e
boltz = exp(-w1 / kt)
pop0, pop1 = 1 - boltz, (1 - boltz) * boltz

# Gaussian broadening of the lines in a film
fwhm = 0.10
width = fwhm / (2 * sqrt(2 * log(2)))
offset = np.linspace(-0.3, 0.5, 80001)
band = sum(even_formula(w1, w2, m) * np.exp(-(offset - 2 * m * w2) ** 2
           / (2 * width ** 2)) for m in range(10))
maxima = np.sum((band[1:-1] > band[:-2]) & (band[1:-1] > band[2:]))
assert maxima == 1
peak_shift = offset[np.argmax(band)]

# Weight that the progression can place at or above the 248 nm photon energy
ev_nm = const.h * const.c / const.e * 1e9
e_248 = ev_nm / 248.0
first_m = int(np.ceil((e_248 - e_origin) / (2 * w2)))
tail = sum(even_formula(w1, w2, m) for m in range(first_m, first_m + 60))

p_num = overlaps(w1, w2, 8) ** 2
print(f"initial quantum w1 = {w1:.3f} eV, final quantum w2 = {w2:.3f} eV")
print(f"electronic origin = {e_origin:.2f} eV")
print(f"r = {r:.4f}, r^2 = {r * r:.5f}")
print(f"ladder coefficients c = {big:.4f}, s = {small:.4f}")
print(f"origin weight: formula {p0:.6f}, quadrature {p_num[0]:.6f}")
print(f"weight outside origin = {1 - p0:.5f}, r^2/2 = {r * r / 2:.5f}")
for m in range(4):
    e_line = e_origin + 2 * m * w2
    print(f"{2 * m} quanta: {e_line:.3f} eV = {ev_nm / e_line:.1f} nm, "
          f"weight {even_formula(w1, w2, m):.6f}")
print(f"largest odd weight by quadrature below 1e-20: {np.max(p_num[1::2]) < 1e-20}")
print(f"mean number of final quanta = {small ** 2:.4f}")
print(f"mean final vibrational energy = {mean_energy:.5f} eV")
print(f"mean line position above origin = {small ** 2 * w2:.5f} eV")
for ratio in (0.9, 0.5, 0.25, 0.1):
    print(f"origin weight at w2/w1 = {ratio:.2f}: {overlaps(1, ratio, 1)[0] ** 2:.4f}")
print(f"half origin weight at w2/w1 = {half_ratio:.4f}, inverse {1 / half_ratio:.2f}")
print(f"photon energy at 248 nm = {e_248:.3f} eV")
print(f"first line at or above it: {2 * first_m} quanta, summed weight {tail:.1e}")
print("Neglected effects (assumed strengths):")
print(f"temperature {temperature:.0f} K, kT = {kt:.5f} eV")
print(f"population of level 0 = {pop0:.4f}, of level 1 = {pop1:.4f}")
print(f"weight 1 to 1' = {p0 ** 3:.4f}, times population = {pop1 * p0 ** 3:.4f}")
print(f"line 1 to 1' lies {w2 - w1:+.3f} eV from origin")
print(f"thermal weight of origin line = {pop0 * p0:.4f}")
gap_change = (energy_4[1] - energy_4[0]) / (energy_h[1] - energy_h[0]) - 1
print(f"quartic/cubic coefficient = {kappa:.2f} w2 (q in units 1/sqrt(w2))")
print(f"quartic: first gap change {100 * gap_change:.1f} %")
print(f"quartic: weights 0, 2 quanta = {p_quartic[0]:.4f}, {p_quartic[2]:.4f}")
print(f"cubic: one-quantum weight = {p_cubic[1]:.5f}")
print(f"linear moment {slope:.2f} per rms q: one-quantum strength {p_linear[1]:.5f}")
print(f"displacement {shift_rms:.1f} rms q: one-quantum weight {p_shift[1]:.5f}")
print(f"second mode {v1:.3f} to {v2:.3f} eV, mixing angle {angle:.0f} degrees")
print(f"mixed modes: weight (0,0) = {p_mix[0, 0]:.4f}, (1,1) = {p_mix[1, 1]:.5f}")
print(f"unmixed modes: weight (0,0) = {p0 * origin_formula(v1, v2):.4f}")
print(f"in-plane modes, S = {huang_rhys:.1f}: origin factor {p_plane:.4f}")
print(f"origin weight of whole band = {p0 * p_plane:.4f}")
print(f"photon-energy factor, 2 quanta over origin = {1 + 2 * w2 / e_origin:.4f}")
print(f"film line width (FWHM) = {fwhm:.2f} eV, line spacing = {2 * w2:.3f} eV")
print(f"maxima in broadened band = {maxima}, peak shift = {peak_shift:.5f} eV")
print("tests ok")
```

Output:

```
initial quantum w1 = 0.085 eV, final quantum w2 = 0.045 eV
electronic origin = 4.40 eV
r = 0.3077, r^2 = 0.09467
ladder coefficients c = 1.0510, s = 0.3234
origin weight: formula 0.951486, quadrature 0.951486
weight outside origin = 0.04851, r^2/2 = 0.04734
0 quanta: 4.400 eV = 281.8 nm, weight 0.951486
2 quanta: 4.490 eV = 276.1 nm, weight 0.045041
4 quanta: 4.580 eV = 270.7 nm, weight 0.003198
6 quanta: 4.670 eV = 265.5 nm, weight 0.000252
largest odd weight by quadrature below 1e-20: True
mean number of final quanta = 0.1046
mean final vibrational energy = 0.02721 eV
mean line position above origin = 0.00471 eV
origin weight at w2/w1 = 0.90: 0.9986
origin weight at w2/w1 = 0.50: 0.9428
origin weight at w2/w1 = 0.25: 0.8000
origin weight at w2/w1 = 0.10: 0.5750
half origin weight at w2/w1 = 0.0718, inverse 13.93
photon energy at 248 nm = 4.999 eV
first line at or above it: 14 quanta, summed weight 1.5e-08
Neglected effects (assumed strengths):
temperature 300 K, kT = 0.02585 eV
population of level 0 = 0.9627, of level 1 = 0.0359
weight 1 to 1' = 0.8614, times population = 0.0310
line 1 to 1' lies -0.040 eV from origin
thermal weight of origin line = 0.9160
quartic/cubic coefficient = 0.02 w2 (q in units 1/sqrt(w2))
quartic: first gap change 5.4 %
quartic: weights 0, 2 quanta = 0.9585, 0.0394
cubic: one-quantum weight = 0.00108
linear moment 0.10 per rms q: one-quantum strength 0.00861
displacement 0.3 rms q: one-quantum weight 0.01908
second mode 0.060 to 0.050 eV, mixing angle 15 degrees
mixed modes: weight (0,0) = 0.9481, (1,1) = 0.00163
unmixed modes: weight (0,0) = 0.9475
in-plane modes, S = 1.0: origin factor 0.3679
origin weight of whole band = 0.3500
photon-energy factor, 2 quanta over origin = 1.0205
film line width (FWHM) = 0.10 eV, line spacing = 0.090 eV
maxima in broadened band = 1, peak shift = 0.00046 eV
tests ok
```
